\section*{Tauc and Cody absorption laws for amorphous semiconductors with parabolic edges, part 1}

(Sections cited here and not found follow in the second part.)

\section{From disordered states to two absorption laws}

A film of hydrogenated amorphous silicon, half a micrometre thick, passes from nearly transparent to strongly absorbing over several tenths of an electronvolt of photon energy. The spectrum has no step at which a gap could be read off. A gap is obtained instead by plotting a suitable power of the absorption against photon energy, drawing a straight line through the points and extending it to zero. In the Tauc construction the absorption coefficient is multiplied by the photon energy before the square root is taken; in the Cody construction it is divided by it. The same data then give two different gaps. The question is which physical assumption stands behind each construction, and how far apart the two gaps must lie.

Both laws concern parabolic band \emph{edges}, where the density of states grows as the square root of the energy measured from the edge into the band. A disordered solid also has band tails, which extend from both edges into the gap: upwards from the valence edge and downwards from the conduction edge. They are closer to exponential and do not lead to either law. The derivation leaves the tails out; their effect on the extrapolated gap is sized in the second half.

\subsection{Assumptions and theorem}

The light has angular frequency $\omega$ and photon energy $E=\hbar\omega$. Its electric field is $F\cos\omega t$ along $x$. The electron has charge $-e$ and mass $m$, and the sample has volume $V$ and is isotropic on average. The assumptions are as follows.

\textbf{A1.} Electrons are independent and move in a local potential. Valence states are full and conduction states are empty. The attraction between the excited electron and the hole, and the difference between the local and the average field, are neglected.

\textbf{A2.} The densities of states per volume, per energy and per spin are
\begin{equation}
N_v(E')=C_v\sqrt{E_V-E'},\qquad N_c(E')=C_c\sqrt{E'-E_C},
\label{eq:dos}
\end{equation}
below the valence edge $E_V$ and above the conduction edge $E_C$ respectively, and zero in between. The gap is $G=E_C-E_V$.

\textbf{A3.} Momentum is not conserved in the transitions. The sample is divided into cells of volume $\Omega$, and the contributions of different cells to a momentum matrix element have zero mean and are uncorrelated.

\textbf{A4.} Over the spectral range considered, one of two averages does not depend on photon energy: either the momentum element $P$ or the dipole length $R$, both defined in Lemma 3.

\paragraph{Theorem.} Under A1 to A3, for $E>G$, a constant $P$ gives the Tauc law
\begin{equation}
\varepsilon_2=K_T\frac{(E-G)^2}{E^2},\qquad
K_T=\frac{\pi^2}{4}\,\frac{e^2\hbar^2}{\varepsilon_0m^2}\,P^2\Omega\,C_vC_c ,
\label{eq:tauc}
\end{equation}
and a constant $R$ gives the Cody law
\begin{equation}
\varepsilon_2=K_C(E-G)^2,\qquad
K_C=\frac{\pi^2}{4}\,\frac{e^2}{\varepsilon_0}\,R^2\Omega\,C_vC_c ,
\label{eq:cody}
\end{equation}
where $\varepsilon_2$ is the imaginary part of the relative permittivity.

The word parabolic in A2 comes from the free-particle form. If the energy measured from an edge into the band is $\epsilon=\hbar^2k^2/2m^*$, the number of states per volume and spin with wave number below $k$ is $k^3/6\pi^2$. Differentiating with respect to $\epsilon$ gives
\begin{equation}
N=\frac{1}{6\pi^2}\left(\frac{2m^*}{\hbar^2}\right)^{3/2}\frac32\,\epsilon^{1/2}
=\frac{1}{4\pi^2}\left(\frac{2m^*}{\hbar^2}\right)^{3/2}\sqrt{\epsilon}.
\label{eq:mass}
\end{equation}
In an amorphous solid $k$ is not a good quantum number. The coefficient $C$ is then the primary quantity, and $m^*$ is a way of expressing its size.

\subsection{Lemma 1: permittivity from transition rates}

\paragraph{Lemma 1.} With the sum running over pairs of a valence and a conduction state of one spin, and $E_{cv}=E_c-E_v$,
\begin{equation}
\varepsilon_2(E)=\frac{2\pi e^2}{\varepsilon_0V}\sum_{v,c}|x_{cv}|^2\,\delta(E_{cv}-E).
\label{eq:eps2x}
\end{equation}

\paragraph{Proof.} The force on the electron is $-eF\cos\omega t$, so its potential energy in the field is $+eFx\cos\omega t$. With $\omega_{cv}=E_{cv}/\hbar$, the first-order amplitude of the conduction state is
\begin{equation}
a_c(t)=\frac{eFx_{cv}}{i\hbar}\int_0^t\cos(\omega t')\,e^{i\omega_{cv}t'}dt'.
\end{equation}
The cosine is half the sum of $e^{-i\omega t'}$ and $e^{+i\omega t'}$. The second part yields a denominator $\omega_{cv}+\omega$ and stays bounded, so it does not contribute to a rate. The first part, with $\eta=\omega_{cv}-\omega$, gives
\begin{equation}
|a_c(t)|^2=\left(\frac{eF}{2\hbar}\right)^2|x_{cv}|^2\,\frac{\sin^2(\eta t/2)}{(\eta/2)^2}.
\end{equation}
The last factor has the area $2\pi t$ as a function of $\eta$ and a width of order $1/t$. When it is summed over closely spaced final states it acts as $2\pi t\,\delta(\eta)$, and $\delta(\eta)=\hbar\,\delta(E_{cv}-E)$. Dividing by $t$ gives the rate
\begin{equation}
W_{cv}=\frac{2\pi}{\hbar}\left(\frac{eF}{2}\right)^2|x_{cv}|^2\,\delta(E_{cv}-E).
\label{eq:rate}
\end{equation}
Here $t$ must be long enough for the spectrum to be smooth on the scale $\hbar/t$, and short enough for the initial state to be hardly depleted.

The same absorption must now be written in terms of $\varepsilon_2$. For a field that is the real part of $Fe^{-i\omega t}$, the displacement is
\begin{equation}
D=\varepsilon_0F(\varepsilon_1\cos\omega t+\varepsilon_2\sin\omega t).
\end{equation}
The power taken up per volume is the time average of $F\cos\omega t\;dD/dt$. The term with $\varepsilon_1$ averages to zero, and the term with $\varepsilon_2$ leaves $\tfrac12\omega\varepsilon_0\varepsilon_2F^2$. Each transition takes up $\hbar\omega$, and the two spins contribute equally, so
\begin{equation}
\tfrac12\,\omega\varepsilon_0\varepsilon_2F^2V
=2\hbar\omega\sum_{v,c}W_{cv}
=\pi\omega e^2F^2\sum_{v,c}|x_{cv}|^2\delta(E_{cv}-E).
\end{equation}
The numerical factor on the right is $2\cdot2\pi/4=\pi$. Dividing by $\tfrac12\omega\varepsilon_0F^2V$ gives \eqref{eq:eps2x}. $\square$

The factor $(F/2)^2$ in \eqref{eq:rate} can be checked without perturbation theory. One level was driven at unit frequency into 401 evenly spaced levels lying between 0.8 and 1.2 above it, with couplings for which the golden rule predicts a decay rate of 0.005. Direct propagation of the Schrödinger equation gave 1.0055 times this rate.

\subsection{Lemma 2: dipole and momentum elements}

\paragraph{Lemma 2.} For two eigenstates of a Hamiltonian $H=\mathbf p^2/2m+U(\mathbf r)$ in a finite sample,
\begin{equation}
|p_{cv}|=m\,\omega_{cv}\,|x_{cv}|,
\label{eq:px}
\end{equation}
where $p$ is the $x$ component of the momentum.

\paragraph{Proof.} The potential commutes with $x$, and $[x,p^2]=2i\hbar p$. Hence $[x,H]=i\hbar p/m$. Between the two eigenstates the commutator is $x_{cv}E_v-E_cx_{cv}=-E_{cv}x_{cv}$. Therefore $-E_{cv}x_{cv}=i\hbar p_{cv}/m$, and taking absolute values with $E_{cv}=\hbar\omega_{cv}$ gives \eqref{eq:px}. $\square$

The lemma needs a local potential. With a non-local pseudopotential or spin-orbit coupling, $[x,H]$ contains further terms, and $p$ must be replaced by $m$ times the velocity operator.

At resonance $\omega_{cv}=\omega$, so \eqref{eq:eps2x} has the equivalent form
\begin{equation}
\varepsilon_2(E)=\frac{2\pi e^2}{\varepsilon_0m^2\omega^2V}\sum_{v,c}|p_{cv}|^2\,\delta(E_{cv}-E).
\label{eq:eps2p}
\end{equation}
The factor $1/\omega^2$ is not an additional physical effect: it compensates the growth of $|p_{cv}|^2$ relative to $|x_{cv}|^2$. The two laws differ because one or the other element is taken to be constant.

\subsection{Lemma 3: what disorder does to the matrix elements}

\paragraph{Lemma 3.} Under A3 the mean squares over pairs of states with $E_{cv}$ close to $E$ are
\begin{equation}
\langle|p_{cv}|^2\rangle=P^2\frac{\Omega}{V},\qquad
\langle|x_{cv}|^2\rangle=R^2\frac{\Omega}{V},\qquad P=m\omega R,
\label{eq:mean}
\end{equation}
where $P$ and $R$ do not depend on the size of the sample.

\paragraph{Proof.} The momentum element is an integral over the sample and splits into cell integrals,
\begin{equation}
p_{cv}=\sum_{j=1}^{V/\Omega}\pi_j,\qquad
\pi_j=\int_{\text{cell }j}\psi_c^*\,p\,\psi_v\,d^3r .
\end{equation}
Both states are extended. Each carries on average the share $\Omega/V$ of its norm in one cell, so each wave function scales as $V^{-1/2}$ and the product in $\pi_j$ scales as $1/V$. We may therefore write $\langle|\pi_j|^2\rangle=P^2(\Omega/V)^2$, which defines $P$. In the square of the sum,
\begin{equation}
\langle|p_{cv}|^2\rangle=\sum_j\langle|\pi_j|^2\rangle+\sum_{i\ne j}\langle\pi_i^*\pi_j\rangle ,
\end{equation}
the second sum vanishes, because the contributions are uncorrelated and have zero mean. The first has $V/\Omega$ equal terms and gives $P^2\Omega/V$. Lemma 2 at the energy $E$ then gives the mean square of $x_{cv}$ with $R=P/(m\omega)$. $\square$

The relation $P=m\omega R$ shows that the two options of A4 exclude each other over any finite range of photon energy. If $R$ is constant, $P$ rises in proportion to $E$; if $P$ is constant, $R$ falls as $1/E$. Disorder as described by A3 fixes the dependence on volume and leaves the dependence on energy open. That must come from a microscopic calculation for the material or from measurement.

\paragraph{Remark: the ordered limit.} Let all cells contribute the same element, apart from the phases of plane waves with wave vectors $\mathbf k_v$ and $\mathbf k_c$. The sum over cells of $e^{i(\mathbf k_v-\mathbf k_c)\cdot\mathbf r_j}$ then vanishes unless $\mathbf k_v=\mathbf k_c$, and the transitions are vertical. A vertical transition has $E-G=\hbar^2k^2/2\mu$ with the reduced mass $\mu$. The number of allowed pairs up to $E$ is proportional to $k^3$, hence to $(E-G)^{3/2}$, and its derivative gives $\varepsilon_2\propto(E-G)^{1/2}$ for a constant dipole element. Correlation throughout the sample thus changes the power of $E-G$. Correlation over distances much shorter than $1/k_v$ and $1/k_c$ only multiplies the mean square by a constant, which can be absorbed in $\Omega$.

\subsection{Lemma 4: the joint density of states}

\paragraph{Lemma 4.} With $\Delta=E-G>0$,
\begin{equation}
J(E)=\int N_v(E')\,N_c(E'+E)\,dE'=\frac{\pi}{8}\,C_vC_c\,\Delta^2 .
\label{eq:joint}
\end{equation}

\paragraph{Proof.} Let $x=E_V-E'$ be the depth of the initial state below the valence edge. The final state lies at $E'+E-E_C=\Delta-x$ above the conduction edge. Both distances must be positive, so $0<x<\Delta$ and
\begin{equation}
J=C_vC_c\int_0^\Delta\sqrt{x(\Delta-x)}\,dx .
\end{equation}
Substitute $x=\Delta\sin^2\theta$. Then $dx=2\Delta\sin\theta\cos\theta\,d\theta$ and the root equals $\Delta\sin\theta\cos\theta$, so the integral is
\begin{equation}
2\Delta^2\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta
=\frac{\Delta^2}{2}\int_0^{\pi/2}\sin^2 2\theta\,d\theta
=\frac{\Delta^2}{2}\cdot\frac{\pi}{4}=\frac{\pi\Delta^2}{8}.\qquad\square
\end{equation}

The square has a simple origin. The excess energy $\Delta$ can be shared between electron and hole in a range of ways of length $\Delta$, and each of the two densities of states contributes a factor of order $\Delta^{1/2}$.

\subsection{Proof of the theorem}

In a large sample the sum over pairs becomes a double integral with weight $V^2N_vN_c$, and the squared element may be replaced by its mean. One integration removes the delta function:
\begin{equation}
\sum_{v,c}|x_{cv}|^2\delta(E_{cv}-E)=R^2\frac{\Omega}{V}\,V^2J(E)=R^2\Omega V J(E).
\end{equation}
Inserting this in \eqref{eq:eps2x} cancels the volume and, with \eqref{eq:joint}, gives
\begin{equation}
\varepsilon_2=\frac{2\pi e^2}{\varepsilon_0}R^2\Omega\cdot\frac{\pi}{8}C_vC_c\Delta^2
=\frac{\pi^2}{4}\frac{e^2}{\varepsilon_0}R^2\Omega\,C_vC_c\,(E-G)^2 .
\end{equation}
For constant $R$ this is the Cody law \eqref{eq:cody}. For constant $P$ we insert $R=P/(m\omega)=\hbar P/(mE)$, which multiplies the result by $\hbar^2P^2/(m^2R^2E^2)$ and gives the Tauc law \eqref{eq:tauc}. $\square$

The combination of Lemmas 3 and 4 was tested by explicit summation over plane-wave pairs in a periodic box of $36^3$ cells, with equal masses in both bands and random signs of the cell elements. The summed strength up to two energy limits was 1.007 and 0.994 times the integrated formula. Between the limits it grew with the power 2.98 of $E-G$, where the integral of $\Delta^2$ predicts 3. With equal signs in all cells the power was 1.58, where vertical transitions predict 3/2. The small number of discrete states in the box is a likely reason for this last difference, but it was not tested separately.

\section{Linearised plots, apparent gaps and a worked example}

The first half gave the imaginary permittivity $\varepsilon_2$ at photon energy $E=\hbar\omega$ for square-root band edges separated by a gap $G$, without momentum selection. With $\Delta=E-G>0$,
\begin{equation}
\varepsilon_2=K_T\frac{\Delta^2}{E^2}\ \ \text{(Tauc, constant $P$)},\qquad
\varepsilon_2=K_C\Delta^2\ \ \text{(Cody, constant $R$)}.
\label{eq:both}
\end{equation}
$P$ and $R$ are the average momentum element and dipole length along the field, linked by $P=m\omega R$. The constants are $K_C=(\pi^2/4)(e^2/\varepsilon_0)R^2\Omega C_vC_c$ and $K_T=K_C\,\hbar^2P^2/(m^2R^2)$. Here $\Omega$ is the volume of a cell with its own random phase, and $C_v$ and $C_c$ are the coefficients of the densities of states per spin.

\subsection{Corollary: the two linear plots}

\paragraph{Corollary.} Let $\alpha$ be the absorption coefficient and $n$ the refractive index. Then
\begin{align}
\text{Tauc:}\quad (n\alpha E)^{1/2}&=\left(\frac{K_T}{\hbar c}\right)^{1/2}(E-G),\label{eq:plotT}\\
\text{Cody:}\quad \left(\frac{n\alpha}{E}\right)^{1/2}&=\left(\frac{K_C}{\hbar c}\right)^{1/2}(E-G).\label{eq:plotC}
\end{align}

\paragraph{Proof.} The complex refractive index satisfies $(n+i\kappa)^2=\varepsilon_1+i\varepsilon_2$, and its imaginary part gives $\varepsilon_2=2n\kappa$. A wave proportional to $e^{i(n+i\kappa)\omega z/c}$ has an intensity proportional to $e^{-2\kappa\omega z/c}$. Hence
\begin{equation}
\alpha=\frac{2\kappa\omega}{c}=\frac{\omega\varepsilon_2}{nc},\qquad
n\alpha=\frac{E\,\varepsilon_2}{\hbar c}.
\label{eq:alpha}
\end{equation}
Inserting \eqref{eq:both} gives $n\alpha=K_T\Delta^2/(\hbar cE)$ for constant $P$ and $n\alpha=K_CE\Delta^2/(\hbar c)$ for constant $R$. The first must be multiplied by $E$, and the second divided by $E$, to leave $\Delta^2$ alone. The square root is then linear in $E$ and vanishes at $E=G$. $\square$

The opposite powers can be traced as follows. The energy absorbed per length contributes one factor $E$, through $\omega$ in \eqref{eq:alpha}. A constant dipole adds nothing further, so $n\alpha$ carries $E^{+1}$. A constant momentum element adds $E^{-2}$, because the dipole then falls as $1/E$, and $n\alpha$ carries $E^{-1}$. If the two laws are matched at an energy $E_0$, their ratio elsewhere is $(E/E_0)^2$. This ratio varies little over a narrow range, which makes the laws hard to tell apart from data confined to such a range.

A constant momentum element $P$ leads to the Tauc law and a constant dipole length $R$ to the Cody law, and each law gives a straight line that reaches zero at the gap $G$ in its own plot. It remains to find how far the gap shifts when data are drawn in the wrong plot, to work through an example, and to examine what the model leaves out.
